# The Schrödinger–Lichnerowicz Formula and Friedrich's Eigenvalue Bound: a program that tests the result

```python
"""
Result under test, on a closed Riemannian spin manifold of dimension n >= 2:
  D^2 = (connection Laplacian) + R/4,
  lambda^2 >= n R_min / (4 (n - 1)), with equality on round spheres.
D = -i gamma^a nabla_a is the Dirac operator, lambda its eigenvalue, R the
scalar curvature (positive on spheres), gamma_a Hermitian matrices with
gamma_a gamma_b + gamma_b gamma_a = 2 delta_ab.
A coframe is a matrix E[a, mu]; its inverse F[mu, a] holds the frame vectors.
The example is a massless particle, E = hbar v lambda, on a spheroid with
equatorial radius a, polar semi-axis c and Gauss curvature K = R/2.
"""
import numpy as np
from scipy.constants import hbar, e as charge
from scipy.linalg import eigh, block_diag
from scipy.special import eval_jacobi

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
GAMMA4 = np.array([np.kron(s, PAULI[0]) for s in PAULI]
                  + [np.kron(np.eye(2), PAULI[1])])
STEP = 0.02
STENCIL = [(1, 4 / 5), (2, -1 / 5), (3, 4 / 105), (4, -1 / 280)]


def grad(func, x):
    """Eighth-order central differences; first index = coordinate."""
    rows = []
    for direction in np.eye(len(x)):
        rows.append(sum(wt * (func(x + k * STEP * direction)
                              - func(x - k * STEP * direction))
                        for k, wt in STENCIL) / STEP)
    return np.array(rows)


class SpinGeometry:
    """Geometry and spinor calculus computed from a coframe."""

    def __init__(self, coframe, gammas):
        self.coframe, self.gammas = coframe, gammas

    def frame(self, x):
        return np.linalg.inv(self.coframe(x))

    def metric(self, x):
        E = self.coframe(x)
        return E.T @ E

    def christoffel(self, x):
        dg = grad(self.metric, x)
        lower = 0.5 * (np.einsum('msk->smk', dg)
                       + np.einsum('ksm->smk', dg) - dg)
        return np.einsum('ls,smk->lmk', np.linalg.inv(self.metric(x)), lower)

    def spin_connection(self, x):
        E, F = self.coframe(x), self.frame(x)
        moved = grad(self.frame, x) + np.einsum(
            'nml,lb->mnb', self.christoffel(x), F)
        omega = np.einsum('an,mnb->mab', E, moved)
        return 0.25 * np.einsum('mab,ast,btu->msu', omega,
                                self.gammas, self.gammas)

    def nabla(self, psi, x):
        return grad(psi, x) + self.spin_connection(x) @ psi(x)

    def dirac(self, psi):
        return lambda x: -1j * np.einsum(
            'ma,ast,mt->s', self.frame(x), self.gammas, self.nabla(psi, x))

    def connection_laplacian(self, psi, x):
        def volume(y):
            return abs(np.linalg.det(self.coframe(y)))

        def flux(y):
            return volume(y) * np.linalg.inv(self.metric(y)) @ self.nabla(psi, y)

        divergence = np.einsum('mms->s', grad(flux, x)) + np.einsum(
            'mst,mt->s', self.spin_connection(x), flux(x))
        return -divergence / volume(x)

    def curvature(self, x):
        """Riemann[l,p,k,m]: R(d_k,d_m) d_p = Riemann^l d_l; Ricci; scalar."""
        G, dG = self.christoffel(x), grad(self.christoffel, x)
        half = (np.einsum('klmp->lpkm', dG)
                + np.einsum('lkq,qmp->lpkm', G, G))
        riemann = half - half.transpose(0, 1, 3, 2)
        ricci = np.einsum('kpkm->pm', riemann)
        scalar = np.sum(np.linalg.inv(self.metric(x)) * ricci)
        return riemann, ricci, scalar


# ---- local identities on a generic curved four-dimensional space ----
rng = np.random.default_rng(7)
wave, phase = rng.uniform(-1, 1, (4, 4, 4)), rng.uniform(0, 6, (4, 4))
swave, sphase = rng.uniform(-1, 1, (2, 4, 4)), rng.uniform(0, 6, (2, 4))


def generic_coframe(x):
    return np.eye(4) + 0.15 * np.sin(wave @ x + phase)


def generic_spinor(x):
    parts = np.cos(swave @ x + sphase)
    return parts[0] + 1j * parts[1]


space = SpinGeometry(generic_coframe, GAMMA4)
point = np.array([0.3, -0.2, 0.5, 0.1])
riemann, ricci, scalar4 = space.curvature(point)
E4, F4 = space.coframe(point), space.frame(point)
squared = space.dirac(space.dirac(generic_spinor))(point)
laplacian = space.connection_laplacian(generic_spinor, point)
curvature_term = scalar4 / 4 * generic_spinor(point)
formula_error = np.max(np.abs(squared - laplacian - curvature_term))
assert formula_error < 1e-8
assert np.max(np.abs(curvature_term)) > 1e-4   # the R/4 term is really seen

omega4 = space.spin_connection(point)
d_omega = grad(space.spin_connection, point)
products = np.einsum('kst,mtu->kmsu', omega4, omega4)
spin_curv = (d_omega - d_omega.transpose(1, 0, 2, 3)
             + products - products.transpose(1, 0, 2, 3))
frame_riemann = np.einsum('cl,lpkm,pd->kmcd', E4, riemann, F4)
from_riemann = 0.25 * np.einsum('kmcd,cst,dtu->kmsu', frame_riemann,
                                GAMMA4, GAMMA4)
assert np.max(np.abs(spin_curv - from_riemann)) < 1e-8
gamma_up = np.einsum('ma,ast->mst', F4, GAMMA4)
contracted = np.einsum('mst,kmtu->ksu', gamma_up, spin_curv)
ricci_side = -0.5 * np.einsum('km,mst->kst', ricci, gamma_up)
ricci_error = np.max(np.abs(contracted - ricci_side))
assert ricci_error < 1e-8
full_trace = -0.5 * np.einsum('kst,ktu->su', gamma_up, contracted)
assert np.max(np.abs(full_trace - scalar4 / 4 * np.eye(4))) < 1e-8

# pointwise split of the gradient into twistor part and Dirac part
gradient = F4.T @ space.nabla(generic_spinor, point)
slashed = np.einsum('ast,at->s', GAMMA4, gradient)
twistor = gradient - np.einsum('ast,t->as', GAMMA4, slashed) / 4
dirac_value = space.dirac(generic_spinor)(point)
split_error = abs(np.sum(abs(gradient)**2) - np.sum(abs(twistor)**2)
                  - np.sum(abs(dirac_value)**2) / 4)
assert split_error < 1e-9

print("Generic 4D space, one point (dimensionless coordinates)")
print(f"scalar curvature R = {scalar4:.6f}")
print(f"max |D^2 psi - Laplacian psi - R psi/4| = {formula_error:.1e}")
print(f"max error of Ricci contraction = {ricci_error:.1e}")
print(f"error of gradient norm split = {split_error:.1e}")

# ---- explicit Killing spinors on unit spheres, stereographic coordinates ----
print("Unit spheres: n, R, Dirac eigenvalue, Friedrich bound on |lambda|")
for n in (2, 3, 4):
    gammas = GAMMA4 if n == 4 else PAULI[:n]
    sphere = SpinGeometry(
        lambda x, n=n: 2 / (1 + x @ x) * np.eye(n), gammas)
    q = np.array([0.3, -0.4, 0.2, 0.5])[:n]
    constant = np.arange(1, gammas.shape[1] + 1) + 0.5j
    R_sphere = sphere.curvature(q)[2]
    bound = np.sqrt(n * R_sphere / (4 * (n - 1)))
    for sign in (1, -1):
        def killing(x, sign=sign, gammas=gammas, constant=constant):
            slash = np.einsum('a,ast->st', x, gammas)
            return (constant + 1j * sign * slash @ constant) / np.sqrt(1 + x @ x)

        value, image = killing(q), sphere.dirac(killing)(q)
        eigenvalue = (np.vdot(value, image) / np.vdot(value, value)).real
        assert np.max(np.abs(image - eigenvalue * value)) < 1e-8
        assert abs(eigenvalue - sign * n / 2) < 1e-8
        assert abs(abs(eigenvalue) - bound) < 1e-7
        gamma_down = np.einsum('am,ast->mst', sphere.coframe(q), gammas)
        killing_rhs = 1j * eigenvalue / n * gamma_down @ value
        assert np.max(np.abs(sphere.nabla(killing, q) - killing_rhs)) < 1e-8
        print(f"  {n}  {R_sphere:.6f}  {eigenvalue:+.6f}  {bound:.6f}")


# ---- Dirac spectrum on spheroids, lengths in nm ----
def half_angle_basis(theta, cos_power, sin_power, size):
    """Regular basis functions and their theta derivatives."""
    x, half = np.cos(theta), theta / 2
    envelope = np.cos(half)**cos_power * np.sin(half)**sin_power
    slope = 0.5 * (sin_power / np.tan(half) - cos_power * np.tan(half))
    k = np.arange(size)[:, None]
    poly = eval_jacobi(k, sin_power, cos_power, x)
    lower = eval_jacobi(np.maximum(k - 1, 0), sin_power + 1, cos_power + 1, x)
    dpoly = np.where(k > 0, 0.5 * (k + sin_power + cos_power + 1) * lower, 0)
    return envelope * poly, envelope * (slope * poly - np.sin(theta) * dpoly)


def meridian_speed(theta, a, c):
    return np.sqrt((a * np.cos(theta))**2 + (c * np.sin(theta))**2)


def spheroid_levels(a, c, m, size=30):
    """Positive eigenvalues and vectors for psi = exp(i m phi) (U, i W)."""
    x, weights = np.polynomial.legendre.leggauss(120)
    theta = np.arccos(x)
    speed, rho = meridian_speed(theta, a, c), a * np.sin(theta)
    U, dU = half_angle_basis(theta, m + 0.5, m - 0.5, size)
    W, dW = half_angle_basis(theta, m - 0.5, m + 0.5, size)
    cot = x / np.sin(theta)
    image_U = -(dU + 0.5 * cot * U) / speed + m * U / rho
    image_W = (dW + 0.5 * cot * W) / speed + m * W / rho
    area = weights * a * speed
    lower, upper = (W * area) @ image_U.T, (U * area) @ image_W.T
    assert np.max(np.abs(lower - upper.T)) < 1e-8 * np.max(np.abs(lower))
    zero = np.zeros((size, size))
    matrix = np.block([[zero, upper], [lower, zero]])
    mass = block_diag((U * area) @ U.T, (W * area) @ W.T)
    values, vectors = eigh((matrix + matrix.T) / 2, mass)
    return values[values > 0], vectors[:, values > 0]


def split_eigenvalue(a, c, m, vector):
    """Twistor part and mean Gauss curvature of a state, by quadrature."""
    x, weights = np.polynomial.legendre.leggauss(150)
    theta, size = np.arccos(x), len(vector) // 2
    speed, rho = meridian_speed(theta, a, c), a * np.sin(theta)
    U, dU = half_angle_basis(theta, m + 0.5, m - 0.5, size)
    W, dW = half_angle_basis(theta, m - 0.5, m + 0.5, size)
    cu, cw = vector[:size], vector[size:]
    psi = np.array([cu @ U, 1j * (cw @ W)])
    along = np.array([cu @ dU, 1j * (cw @ dW)]) / speed
    rho_slope = a * x / speed
    around = 1j * (m * psi - 0.5 * rho_slope * (PAULI[2] @ psi)) / rho
    slash = PAULI[0] @ along + PAULI[1] @ around
    P1 = along - 0.5 * PAULI[0] @ slash
    P2 = around - 0.5 * PAULI[1] @ slash
    area = weights * a * speed
    density = np.sum(abs(psi)**2, axis=0)
    norm = area @ density
    twistor_part = 2 * (area @ np.sum(abs(P1)**2 + abs(P2)**2, axis=0)) / norm
    return twistor_part, area @ (c**2 / speed**4 * density) / norm


a, velocity = 10.0, 5.0e5
to_meV = hbar * velocity * 1e9 / charge * 1e3
sphere_levels = spheroid_levels(a, a, 0.5)[0][:4]
assert np.allclose(sphere_levels * a, [1, 2, 3, 4], atol=1e-8)

print(f"Spheroids: a = {a:.1f} nm, v = {velocity:.1e} m/s")
print("sphere, m=1/2 levels (1/nm): "
      + " ".join(f"{s:.6f}" for s in sphere_levels))
print("c (nm), sqrt(K_min) (1/nm), lambda (1/nm), lambda/bound")
for c in (8.0, 10.0, 11.0, 15.0):
    levels, vectors = spheroid_levels(a, c, 0.5)
    lam = levels[0]
    assert abs(lam - spheroid_levels(a, c, 0.5, 24)[0][0]) < 1e-8
    # curvature from the coframe itself against the closed expression
    surface = SpinGeometry(lambda q, c=c: np.diag(
        [meridian_speed(q[0], a, c), a * np.sin(q[0])]), PAULI[:2])
    site = np.array([0.9, 0.3])
    K_closed = c**2 / meridian_speed(site[0], a, c)**4
    assert abs(surface.curvature(site)[2] / 2 - K_closed) < 1e-8
    angles = np.linspace(0, np.pi, 2001)
    K_min = np.min(c**2 / meridian_speed(angles, a, c)**4)
    bound = np.sqrt(K_min)

    def mode(q, vector=vectors[:, 0]):
        th, size = np.array([q[0]]), len(vector) // 2
        up = vector[:size] @ half_angle_basis(th, 1.0, 0.0, size)[0]
        low = vector[size:] @ half_angle_basis(th, 0.0, 1.0, size)[0]
        return np.exp(0.5j * q[1]) * np.array([up[0], 1j * low[0]])

    residual = surface.dirac(mode)(site) - lam * mode(site)
    assert np.max(abs(residual)) < 1e-6 * lam * np.max(abs(mode(site)))
    for m in (0.5, 1.5, 2.5):
        lowest = spheroid_levels(a, c, m)[0][0]
        assert lowest >= m / a and lowest >= lam - 1e-10
    assert lam < 1.5 / a
    twistor_part, mean_K = split_eigenvalue(a, c, 0.5, vectors[:, 0])
    assert abs(lam**2 - twistor_part - mean_K) < 1e-8 * lam**2
    if c == a:
        assert abs(lam - bound) < 1e-9 and twistor_part < 1e-12
        sphere_energy = lam * to_meV
    else:
        assert lam > bound * (1 + 1e-4) and twistor_part > 1e-8
    print(f"  {c:4.1f}  {bound:.6f}  {lam:.6f}  {lam / bound:.6f}")

print(f"floor 3/(2a) for |m| >= 3/2 = {1.5 / a:.6f} 1/nm")
print(f"Details for c = {c:.1f} nm")
print(f"K at equator = {c**2 / meridian_speed(np.pi / 2, a, c)**4:.6e} 1/nm^2")
print(f"K at poles = {c**2 / meridian_speed(0.0, a, c)**4:.6e} 1/nm^2")
print(f"lambda^2 = {lam**2:.6e} 1/nm^2")
print(f"twistor part = {twistor_part:.6e} 1/nm^2")
print(f"mean K in the state = {mean_K:.6e} 1/nm^2")
print(f"mean K minus K_min = {mean_K - K_min:.6e} 1/nm^2")
print(f"hbar v = {to_meV:.4f} meV nm")
print(f"lowest energy, sphere = {sphere_energy:.4f} meV")
print(f"lowest energy, spheroid = {lam * to_meV:.4f} meV")
print(f"lowest energy, spheroid = {lam * to_meV * charge * 1e-3:.4e} J")
print(f"Friedrich bound, spheroid = {bound * to_meV:.4f} meV")
print(f"R_min/4 bound, spheroid = {np.sqrt(K_min / 2) * to_meV:.4f} meV")
print("all tests passed")
```

Output:

```
Generic 4D space, one point (dimensionless coordinates)
scalar curvature R = 0.493851
max |D^2 psi - Laplacian psi - R psi/4| = 4.9e-14
max error of Ricci contraction = 4.7e-15
error of gradient norm split = 4.4e-16
Unit spheres: n, R, Dirac eigenvalue, Friedrich bound on |lambda|
  2  2.000000  +1.000000  1.000000
  2  2.000000  -1.000000  1.000000
  3  6.000000  +1.500000  1.500000
  3  6.000000  -1.500000  1.500000
  4  12.000000  +2.000000  2.000000
  4  12.000000  -2.000000  2.000000
Spheroids: a = 10.0 nm, v = 5.0e+05 m/s
sphere, m=1/2 levels (1/nm): 0.100000 0.200000 0.300000 0.400000
c (nm), sqrt(K_min) (1/nm), lambda (1/nm), lambda/bound
   8.0  0.080000  0.107357  1.341962
  10.0  0.100000  0.100000  1.000000
  11.0  0.090909  0.096825  1.065070
  15.0  0.066667  0.086789  1.301831
floor 3/(2a) for |m| >= 3/2 = 0.150000 1/nm
Details for c = 15.0 nm
K at equator = 4.444444e-03 1/nm^2
K at poles = 2.250000e-02 1/nm^2
lambda^2 = 7.532285e-03 1/nm^2
twistor part = 4.550129e-04 1/nm^2
mean K in the state = 7.077272e-03 1/nm^2
mean K minus K_min = 2.632828e-03 1/nm^2
hbar v = 329.1060 meV nm
lowest energy, sphere = 32.9106 meV
lowest energy, spheroid = 28.5627 meV
lowest energy, spheroid = 4.5762e-21 J
Friedrich bound, spheroid = 21.9404 meV
R_min/4 bound, spheroid = 15.5142 meV
all tests passed
```
